\section*{The Kerker Preconditioner from Thomas-Fermi Response: Derivation, Bounds and Limits}

\section{One wave of misplaced charge}

Take a uniform metal in a periodic cell of length $L$ and guess its electron density slightly wrong, by a single wave $e\cos qx$ with $q=2\pi/L$. Hartree atomic units are used, and $V$ is the potential energy of an electron. Since electrons repel each other, the misplaced charge produces, by Poisson's equation $-V''=4\pi e\cos qx$, the potential
\begin{equation}
\delta V(x)=\frac{4\pi}{q^2}\,e\cos qx .
\end{equation}
Electrons leave the places where $V$ is high. If $V$ varies slowly, each region responds as a piece of uniform metal whose local Fermi energy has dropped by $\delta V$. With $D=dn/d\mu$, the density of states at the Fermi level per unit volume, the density computed from this potential differs from the correct one by
\begin{equation}
\delta n_{\rm out}=-D\,\delta V=-\frac{k_0^2}{q^2}\,e\cos qx,\qquad k_0^2=4\pi D .
\label{eq:first}
\end{equation}
The output error has the opposite sign and is $k_0^2/q^2$ times larger. For the metal treated below, with $L=10$ nm, this factor is about 875. Mixing just 10\% of the output into the input turns an error $e$ into $0.9\,e-0.1\times875\,e\approx-87\,e$. The charge swings back and forth between the two halves of the cell with growing amplitude, which is called charge sloshing.

The remedy can be read off from (\ref{eq:first}). The difference between output and input is $-(1+k_0^2/q^2)\,e$. Multiplying it by $q^2/(q^2+k_0^2)$ leaves $-e$, which is the correction wanted.

\section{The residual and the dielectric function}

A self-consistent calculation seeks a density that reproduces itself. An input $n_{\rm in}$ fixes a potential, the potential fixes orbitals, and the orbitals fix $n_{\rm out}$. The residual is $R=n_{\rm out}-n_{\rm in}$, and the solution $n_*$ has $R=0$. Write $n_{\rm in}=n_*+e$ with $e$ small. To first order
\begin{equation}
\delta V=v\,e,\qquad n_{\rm out}=n_*+\chi_0\,\delta V ,
\end{equation}
where $v$ is the Coulomb interaction and $\chi_0$ the static density response of independent electrons. Exchange and correlation are left out for now. Subtracting the input gives
\begin{equation}
R=\chi_0 v\,e-e=-(1-\chi_0v)\,e .
\label{eq:res}
\end{equation}
In a homogeneous system both operators are diagonal in $q$, so they commute, and
\begin{equation}
R(q)=-\varepsilon(q)\,e(q),\qquad \varepsilon(q)=1-\frac{4\pi}{q^2}\chi_0(q)
\label{eq:eps}
\end{equation}
contains the static dielectric function. In a crystal $\varepsilon$ is a matrix in the reciprocal-lattice vectors; the formulas below, except those for cells with vacuum, keep only its diagonal part.

The component $q=0$ needs no treatment. Input and output hold the same number of electrons, so $R(0)=0$.

\section{Thomas-Fermi response}

For spin-unpolarized free electrons at zero temperature the states inside a sphere of radius $k_F$ are filled, so $n=k_F^3/(3\pi^2)$. In a slowly varying potential the local Fermi wave number obeys $k_F^2(x)/2=\mu-V(x)$, hence
\begin{equation}
n(x)=\frac{[2(\mu-V(x))]^{3/2}}{3\pi^2}.
\end{equation}
Differentiate with respect to $\mu-V$:
\begin{equation}
D=\frac{1}{3\pi^2}\cdot\frac32\cdot2\,[2(\mu-V)]^{1/2}=\frac{k_F}{\pi^2}.
\label{eq:D}
\end{equation}
The linear response is $\delta n=-D(\delta V-\delta\mu)$. Conservation of charge requires $\delta\mu$ to equal the cell average of $\delta V$, which is zero for a wave with $q\ne0$. Therefore $\chi_0=-D$, and
\begin{equation}
\varepsilon(q)=1+\frac{k_0^2}{q^2},\qquad k_0^2=4\pi D=\frac{4k_F}{\pi}.
\label{eq:tf}
\end{equation}
In this approximation the metal screens a static charge over the distance $1/k_0$. The divergence at small $q$ has two ingredients: the long range of the Coulomb force, which gives $1/q^2$, and a response $\chi_0$ that stays finite as $q\to0$ because a metal has states at the Fermi level.

\section{Why plain mixing slows down as $L^2$}

Plain mixing replaces $n_{\rm in}$ by $n_{\rm in}+\alpha R$. By (\ref{eq:eps}) each error wave changes independently:
\begin{equation}
e(q)\;\to\;[1-\alpha\,\varepsilon(q)]\,e(q).
\end{equation}
It shrinks if $|1-\alpha\varepsilon|<1$, that is, if $0<\alpha<2/\varepsilon(q)$. The strictest condition comes from the longest wave in the cell:
\begin{equation}
\alpha<\frac{2}{\varepsilon_{\max}},\qquad
\varepsilon_{\max}=1+\frac{k_0^2L^2}{4\pi^2}.
\label{eq:limit}
\end{equation}
A small $\alpha$ cures the long waves at the expense of the short ones, for which $\varepsilon$ is near 1. The best compromise makes the extreme factors equal and opposite, $1-\alpha\varepsilon_{\min}=-(1-\alpha\varepsilon_{\max})$. This gives $\alpha=2/(\varepsilon_{\max}+\varepsilon_{\min})$ and the error factor
\begin{equation}
1-\alpha\varepsilon_{\min}=\frac{\kappa-1}{\kappa+1},\qquad \kappa=\frac{\varepsilon_{\max}}{\varepsilon_{\min}} .
\end{equation}
For large $\kappa$ its logarithm is close to $-2/\kappa$, so reducing the worst error by a factor $s$ takes about $(\kappa/2)\ln s$ updates. Since $\varepsilon_{\min}$ is near 1, this number grows as $L^2$ once $k_0L\gg2\pi$.

\section{The preconditioner}

Use instead the update $n_{\rm in}\to n_{\rm in}+\alpha PR$, with $P$ diagonal in $q$. The error factor becomes $1-\alpha\lambda(q)$, where $\lambda=P\varepsilon$. Requiring $\lambda=1$ for the response (\ref{eq:tf}) gives
\begin{equation}
P(q)=\frac1{1+k_0^2/q^2}=\frac{q^2}{q^2+k_0^2}.
\label{eq:kerker}
\end{equation}
This is the Kerker preconditioner. Every Thomas-Fermi error wave now shrinks by the same factor $1-\alpha$ per update, whatever the length of the cell. For $q\gg k_0$, $P$ tends to 1 and the scheme returns to plain mixing. For $q\ll k_0$, $P\approx q^2/k_0^2$ cancels the Coulomb factor.

$P$ acts on the iteration and leaves the physics alone. As $P(q)\neq0$ for $q\ne0$, and $R(0)=0$ in any case, $PR=0$ holds exactly when $R=0$: the self-consistent density is unchanged.

\section{The true response of free electrons}

Thomas-Fermi theory assumes slow variation, but the residual also contains short waves. To see what $P$ does to them, find $\chi_0(q)$ from perturbation theory. Let $\delta V=V_q\cos qx$ act on the plane wave $e^{i\mathbf k\cdot\mathbf r}$ with energy $k^2/2$. The wave acquires admixtures with $k_x\pm q$, with amplitudes $(V_q/2)/(\epsilon_{k}-\epsilon_{k\pm q})$, where $\epsilon_k-\epsilon_{k\pm q}=-(q^2/2\pm k_xq)$. The first-order change of $|\psi|^2$ is twice the real part of the cross terms:
\begin{align}
\delta|\psi|^2&=-V_q\cos qx\left[\frac1{q^2/2+k_xq}+\frac1{q^2/2-k_xq}\right]\nonumber\\
&=-V_q\cos qx\,\frac{1}{p^2-k_x^2},\qquad p=\frac q2 .
\end{align}
Now sum over the Fermi sphere. For given $k_x$ the filled states form a disc of area $\pi(k_F^2-k_x^2)$. With two spins and $1/(2\pi)^3$ states per unit volume of $k$-space, the weight is $(k_F^2-k_x^2)/(4\pi^2)$, so
\begin{equation}
\chi_0=-\frac1{4\pi^2}\,{\rm P}\!\!\int_{-k_F}^{k_F}\frac{k_F^2-k^2}{p^2-k^2}\,dk .
\end{equation}
The principal value is justified because the states near $k_x=-p$ and $k_x=+p$ are coupled to each other with opposite energy denominators, so their large contributions cancel. Write the integrand as $1+(k_F^2-p^2)/(p^2-k^2)$ and use
\begin{equation}
{\rm P}\!\!\int_{-k_F}^{k_F}\frac{dk}{p^2-k^2}=\frac1p\ln\left|\frac{p+k_F}{p-k_F}\right| .
\end{equation}
With $x=p/k_F=q/(2k_F)$ the result is the Lindhard response,
\begin{equation}
\chi_0=-D\,F(x),\qquad F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right| .
\end{equation}
Expanding the logarithm for $x<1$ and for $x>1$ gives
\begin{align}
F&=1-\sum_{m\ge1}\frac{x^{2m}}{4m^2-1}\quad(x<1),\\
F&=\sum_{m\ge0}\frac{x^{-2m-2}}{(2m+1)(2m+3)}\quad(x>1).
\end{align}
Both expressions decrease with $x$, and both tend to $1/2$ at $x=1$. Hence $0<F\le1$, and
\begin{equation}
\lambda(q)=\frac{q^2+k_0^2F}{q^2+k_0^2}=1-\frac{k_0^2(1-F)}{q^2+k_0^2}
\label{eq:lam}
\end{equation}
is positive and at most 1. It tends to 1 at both ends, as $1-q^2/(12k_F^2)$ for small $q$, so it has a positive minimum between them that does not depend on $L$. In this linear model any $\alpha$ between 0 and 2 converges. The compensation is complete for $q\to0$ and partial at wavelengths comparable with the spacing of the electrons.

\section{A metal with 100 electrons per cubic nanometre}

Let $n=100$ nm$^{-3}$. Then $k_F=(3\pi^2\times100)^{1/3}=14.36$ nm$^{-1}$ and the Fermi energy is 7.856 eV. From (\ref{eq:D}), $D=3n/(2E_F)=300/(2\times7.856)=19.09$ eV$^{-1}$nm$^{-3}$. Restoring the bohr radius $a_0=0.0529$ nm, $k_0^2=4k_F/(\pi a_0)$ gives $k_0=18.59$ nm$^{-1}$ and a Thomas-Fermi screening length of 0.054 nm.

The formulas were compared with a direct calculation in which the density varies along $x$ and the Hamiltonian is diagonalized in plane waves. Motion along $y$ and $z$ is free, so a level $\epsilon$ holds $(\mu-\epsilon)/\pi$ electrons per unit area. A small cosine error was inserted in a 10 nm cell and $\varepsilon=-R/e$ was measured:
\begin{center}
\begin{tabular}{rrrr}
$q$ (nm$^{-1}$) & $\varepsilon$ measured & $\varepsilon$ Thomas-Fermi & $P\varepsilon$\\
0.628 & 876.03 & 876.16 & 0.9998\\
6.283 & 9.611 & 9.752 & 0.9855\\
18.850 & 1.818 & 1.972 & 0.9216\\
37.699 & 1.055 & 1.243 & 0.8483
\end{tabular}
\end{center}
The Lindhard formula agrees with the measured values to within 0.002. While $\varepsilon$ changes by a factor of about 830 down the table, $P\varepsilon$ stays between 0.84 and 1. Its minimum from (\ref{eq:lam}) is 0.834, at $q=31.9$ nm$^{-1}$.

For plain mixing at 10 nm, (\ref{eq:limit}) with the Lindhard value of $\varepsilon_{\max}$ allows $\alpha<2/876.02=0.00228$. At 0.95 and 1.05 times this limit the measured error factors per step are 0.900 and 1.100, as $|1-1.9|$ and $|1-2.1|$ require.

Full nonlinear runs started from a positive background with a Gaussian bump, 10\% of $n$ high and 0.1 nm wide (standard deviation), and with $n_{\rm in}$ equal to that background. They stopped when the norm of the residual had fallen by $10^4$. Every cell used two Bloch points along $x$, which is coarse for the 1 nm cell; finer sampling raises its two counts by one. Plain mixing used $\alpha=1/\varepsilon_{\max}$, Kerker mixing $\alpha=0.8$ throughout:
\begin{center}
\begin{tabular}{rrrr}
$L$ (nm) & $\varepsilon_{\max}$ & plain updates & Kerker updates\\
1 & 9.61 & 40 & 6\\
2 & 35.87 & 156 & 6\\
4 & 140.89 & 615 & 6\\
10 & 876.02 & not run & 6
\end{tabular}
\end{center}
From 2 to 4 nm the plain count grows by a factor of 3.94 and $\varepsilon_{\max}$ by 3.93. Scaling the 4 nm count gives $615\times876.02/140.89\approx3800$ updates at 10 nm, an estimate. For the long waves alone, with the factor $1-0.8=0.2$, six Kerker updates are expected, since $0.2^6=6.4\times10^{-5}$ is the first power below $10^{-4}$. Shorter waves shrink more slowly, at worst by $1-0.8\times0.834=0.33$ per update, so the count depends somewhat on the starting error. Applying $1-0.8\,\lambda(q)$ from (\ref{eq:lam}) to the spectrum of this bump leaves $1.1$ to $1.3\times10^{-4}$ of the first residual after six updates, so linear theory gives 7. The finite height of the bump brings the runs in the table just under the threshold; a much weaker bump, or a dip, needs 7. An error dominated by the slowest waves would need about 9. In the three cells where both schemes ran, their final densities were tested to differ by less than $3\times10^{-4}$ of the first residual, in norm.

\section{Exchange, correlation and a wrong $k_0$}

In the local-density approximation the potential changes by $(v+f_{xc})e$, where $f_{xc}=dv_{xc}/dn$ is negative here. Replacing $v$ in (\ref{eq:res}) and multiplying by $P$ gives
\begin{equation}
\lambda(q)=\frac{q^2(1+f_{xc}DF)+k_0^2F}{q^2+k_0^2}.
\end{equation}
The added term carries a factor $q^2$, so the limit $\lambda\to1$ at long wavelength survives. Here $f_{xc}D=-0.455$, which keeps the bracket positive, and the minimum of $\lambda$ falls from 0.834 to 0.686. At $\alpha=0.8$ the slowest error factor rises from $1-0.8\times0.834=0.33$ to 0.45. The 10 nm run takes 9 updates instead of 6.

In practice $k_0$ is a setting, and the true density of states may differ from that of free electrons. If the metal has $k_{\rm t}^2$ and the preconditioner uses $k_0^2$, Thomas-Fermi response gives
\begin{equation}
\lambda=\frac{q^2+k_{\rm t}^2}{q^2+k_0^2},
\end{equation}
which lies between 1 and $k_{\rm t}^2/k_0^2$ for every $L$. Setting $k_0^2$ to half or twice its value makes the long-wave limit 2 or 0.5. At $\alpha=0.8$ the error factors are then $-0.6$ and $0.6$, and $\ln10^4/|\ln0.6|=18$ updates are expected. The 10 nm runs, without exchange and correlation, took 17 and 18. A poor $k_0$ thus costs a factor of three here. Stability requires $\alpha<2k_0^2/k_{\rm t}^2$ when $k_{\rm t}>k_0$.

The chosen density lies between those of copper and aluminium, about 85 and 181 conduction electrons per nm$^3$ if each atom contributes one and three. In a real metal the density of states at the Fermi level can differ from the free-electron value, for example where partly filled $d$ bands contribute; the last formula then gives only a first estimate of how far $k_0$ or $\alpha$ must be adjusted. It assumes a uniform response; where the states at the Fermi level are localized near the atoms, the largest $\lambda$ can exceed $k_{\rm t}^2/k_0^2$, and no single $k_0$ brings all $\lambda$ to 1. Temperature matters little: at 300 K and fixed density, $k_0^2$ of this electron gas changes by a relative $-9\times10^{-6}$.

\section{Where the compensation fails}

\subsection*{Gapped solids}

In an insulator a static potential mixes filled states with empty ones across a gap. The matrix element of $e^{iqx}$ between a filled state $k$ and an empty state $k+q$ vanishes at $q=0$, where the two are orthogonal, and grows in proportion to $q$. Its square is divided by an energy no smaller than the gap, so $\chi_0\approx-bq^2$ and
\begin{equation}
\varepsilon\to1+4\pi b,\qquad P\varepsilon\to(1+4\pi b)\,\frac{q^2}{k_0^2}\quad(q\to0).
\end{equation}
There is no divergence to compensate, and $P$ suppresses long-wave corrections that needed only a constant factor. A model crystal of parallel wires (period 0.5 nm, one wire per 0.25 nm$^2$, gap 2.95 eV, local fields neglected) shows this for waves along the wires. Between $L=5$ and 10 nm its $\varepsilon$ changes from 2.70 to 2.74, whereas that of the metal grows by a factor of 3.99. With the $k_0$ of the metal above, $P\varepsilon$ falls from 0.0123 to 0.0031. Plain mixing suits such a system better. Its limit on $\alpha$ does not shrink with $L$; it is 2 divided by the largest eigenvalue of the dielectric matrix, which local fields raise above the diagonal value quoted here.

\subsection*{Cells with vacuum}

Let metal fill half of the cell, so that the local value $k^2(x)$ is $k_0^2$ there and zero elsewhere. Describe an error by its potential $u$, with $-u''=4\pi e$ and zero cell average. The output error is $-k^2(x)(u-\bar u)/4\pi$, where $\bar u$, the average of $u$ over the metal, is the shift of $\mu$ that conserves charge. Apply $P^{-1}=1+k_0^2/q^2$ to the eigenvalue equation $P(e-\delta n_{\rm out})=\lambda e$ and multiply by $4\pi$:
\begin{equation}
-u''+k^2(x)(u-\bar u)=\lambda\,(-u''+k_0^2u).
\end{equation}
Multiply by $u$ and integrate over the cell. Since $\int k^2(u-\bar u)\,dx=0$,
\begin{equation}
\lambda=\frac{\int[u'^2+k^2(x)(u-\bar u)^2]\,dx}{\int[u'^2+k_0^2u^2]\,dx}.
\end{equation}
The smallest eigenvalue is the minimum of this quotient, so any trial $u$ bounds it from above. Take half a sine wave across the vacuum of width $w=L/2$ and zero in the metal, and subtract the cell average $1/\pi$. In the metal $u=\bar u$, and the second term of the numerator vanishes. With $\int u'^2dx=(\pi/w)^2L/4$ and $\int u^2dx=L(1/4-1/\pi^2)=0.149L$,
\begin{equation}
\lambda_{\min}\le\frac{(\pi/w)^2/4}{(\pi/w)^2/4+0.149\,k_0^2}.
\end{equation}
For $L=10$ nm, $(\pi/w)^2/4=0.0987$ nm$^{-2}$ and $k_0^2=345.5$ nm$^{-2}$, so the bound is 0.0019. Diagonalization gives 0.00185, and 0.0072 for $L=5$ nm, a ratio of 3.87. With a vacuum that widens in proportion to $L$, the $L^2$ slowdown has returned, now because $P$ assumes screening where there are no electrons to provide it. This model has a sharp surface; how much a real slab calculation suffers also depends on how large such errors are in its starting density, which was not computed here.

The output of the program that made the numerical tests follows.

\section*{Calculated quantities}
\begin{verbatim}
electron density 100.0 nm^-3, Fermi energy 7.856 eV
kF 14.360 nm^-1, k0 18.588 nm^-1, 1/k0 0.0538 nm
density of states D 19.094 eV^-1 nm^-3
D from counting levels 19.078 eV^-1 nm^-3
10 nm cell: q (nm^-1), eps measured, Lindhard, Thomas-Fermi, P*eps
    0.628   876.026   876.025   876.164  0.9998
    1.885    98.101    98.101    98.240  0.9986
    6.283     9.611     9.611     9.752  0.9855
   18.850     1.818     1.818     1.972  0.9216
   37.699     1.055     1.055     1.243  0.8483
smallest P*eps (Lindhard) 0.8340 at q = 31.91 nm^-1
plain mixing, 10 nm: largest stable alpha 0.002283
error factor per step at 0.95 and 1.05 of it: 0.9000, 1.1000
predicted error factor at alpha = 0.1: 86.6
background bump: height 0.10 n0, Gaussian width 0.10 nm
Kerker alpha 0.80, plain alpha 1/eps(2 pi/L), residual cut by 1e4
L (nm), eps(2 pi/L), plain updates, Kerker updates
   1      9.61     40    6
   2     35.87    156    6
   4    140.89    615    6
  10    876.02 (not run)    6
plain updates, 4 nm over 2 nm: 3.942; eps ratio 3.928
plain updates at 10 nm, scaled from 4 nm: about 3824
with LDA xc: fxc*D -0.4552, smallest P*eps 0.6857
with LDA xc, q = 18.85 nm^-1: eps measured 1.4349, formula 1.4349
with LDA xc, 10 nm: Kerker updates 9
k0^2 set to 0.5 of its value, 10 nm: updates 17
k0^2 set to 2.0 of its value, 10 nm: updates 18
relative change of k0^2 at 300 K: -8.91e-06
half vacuum: smallest P*eps 0.00716 (5 nm), 0.00185 (10 nm), ratio 3.873
gapped crystal: period 0.50 nm, area 0.25 nm^2, V_G 1.50 eV, gap 2.954 eV
gapped, L = 5 nm: eps 2.6967, P*eps 0.01227
gapped, L = 10 nm: eps 2.7385, P*eps 0.00313
eps(10 nm wave)/eps(5 nm wave): gapped 1.0155, metal 3.9883
\end{verbatim}
